# Valley degeneracy in biaxially strained (001) and (111) silicon films: test program

```python
"""
Result under test: equibiaxial strain splits the six conduction valleys of a
(001) silicon film into 2 + 4, but leaves all six degenerate in a (111) film.
First-order law: E_i - E_j = Xi_u * (eps_ii - eps_jj), eps in cubic axes.

Symbols: e = in-plane strain, eps = strain tensor, n = film normal,
Xi_u = uniaxial deformation potential, C11, C12, C44 = elastic constants.
Bands: local empirical pseudopotential, plane waves, no spin-orbit coupling.
Internal units are Hartree atomic units; energies are returned in eV.
Energies are measured from the mean crystal potential.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigvalsh
from scipy.integrate import quad
from scipy.optimize import brentq

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
KT = const.k * 300.0 / const.e                 # eV
C11, C12, C44 = 166.0, 64.0, 80.0              # GPa, rough typical values
ZETA = 0.5                                     # internal strain, rough
LATTICE_NM = 0.543                             # rough
A0 = LATTICE_NM / BOHR_NM
K0 = 2 * np.pi / A0
CUTOFF = 16.1                                  # |k+G|^2 limit in K0^2
ONE = np.eye(3)
VALLEYS = np.vstack([ONE, -ONE])               # +x +y +z -x -y -z
N001 = np.array([0.0, 0.0, 1.0])
N111 = np.ones(3) / np.sqrt(3)
T112 = np.array([1.0, 1.0, -2.0]) / np.sqrt(6)
T110 = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)

r = range(-6, 7)
ALL_G = np.array([(i, j, k) for i in r for j in r for k in r
                  if i % 2 == j % 2 == k % 2], dtype=float)


def stress(eps):
    diagonal = np.diag(eps)
    sigma = 2 * C44 * (eps - np.diag(diagonal))
    return sigma + np.diag((C11 - C12) * diagonal + C12 * diagonal.sum())


def film_strain(n, e, extra=0.0):
    """In-plane strain e (plus extra), with zero traction on the surface."""
    base = e * ONE + extra
    response = np.array([stress((np.outer(n, a) + np.outer(a, n)) / 2) @ n
                         for a in ONE]).T
    u = np.linalg.solve(response, -stress(base) @ n)
    return base + (np.outer(n, u) + np.outer(u, n)) / 2


def form_factor(q2):
    """Smooth screened atomic potential of silicon, in hartree."""
    return 0.2685 * (q2 - 2.19) / (2.06 * np.exp(0.487 * q2) - 1)


def band_function(eps, center):
    """Band energy as a function of k for the deformed crystal."""
    deform = ONE + eps
    inverse = np.linalg.inv(deform)
    g0 = ALL_G[((ALL_G + center) ** 2).sum(axis=1) < CUTOFF]
    g = g0 @ inverse * K0
    shear = np.array([eps[1, 2], eps[0, 2], eps[0, 1]])
    bond = deform @ (np.ones(3) * A0 / 4) - ZETA * A0 / 2 * shear
    dg = g[:, None, :] - g[None, :, :]
    potential = form_factor((dg ** 2).sum(axis=2)) * np.cos(dg @ bond / 2)
    potential /= np.linalg.det(deform)
    np.fill_diagonal(potential, 0.0)

    def energy(k, band=4):
        h = potential.copy()
        np.fill_diagonal(h, 0.5 * ((g + k) ** 2).sum(axis=1))
        return eigvalsh(h, subset_by_index=[band, band])[0]
    return energy, center @ inverse * K0


def gradient(f, k, h):
    return np.array([(f(k + h * a) - f(k - h * a)) / (2 * h) for a in ONE])


def curvature(f, k, h):
    w = np.zeros((3, 3))
    f0 = f(k)
    for i in range(3):
        a = h * ONE[i]
        w[i, i] = (f(k + a) - 2 * f0 + f(k - a)) / h ** 2
        for j in range(i):
            b = h * ONE[j]
            w[i, j] = w[j, i] = (f(k + a + b) - f(k + a - b) - f(k - a + b)
                                 + f(k - a - b)) / (4 * h ** 2)
    return w


def valley(eps, direction):
    """Minimum energy (eV), its k, and the inverse-mass tensor."""
    f, k = band_function(eps, 0.85 * direction)
    h = 0.01 * K0
    for iteration in range(40):
        if iteration < 2:
            w = curvature(f, k, h)
        step = np.linalg.solve(w, gradient(f, k, h))
        k = k - step
        if np.linalg.norm(step) < 1e-6 * K0:
            break
    assert np.linalg.norm(step) < 1e-6 * K0
    w = curvature(f, k, h)
    assert np.linalg.eigvalsh(w).min() > 0
    return f(k) * HARTREE, k, w


def valley_energies(eps, directions=ONE):
    return np.array([valley(eps, d)[0] for d in directions])


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


# Elastic response: general traction-free solution against closed ratios
e = 0.008
eps001, eps111 = film_strain(N001, e), film_strain(N111, e)
perp001, perp111 = N001 @ eps001 @ N001, N111 @ eps111 @ N111
ratio001 = -2 * C12 / C11
ratio111 = -(2 * C11 + 4 * C12 - 4 * C44) / (C11 + 2 * C12 + 4 * C44)
assert abs(perp001 / e - ratio001) < 1e-10
assert abs(perp111 / e - ratio111) < 1e-10
assert np.allclose(np.diag(eps111), (2 * e + perp111) / 3, atol=1e-14)
assert np.allclose(eps111[np.triu_indices(3, 1)], (perp111 - e) / 3,
                   atol=1e-14)

# Unstrained bands
e_min, k_min, w_free = valley(np.zeros((3, 3)), N001)
k_fraction = k_min[2] / K0
mass_free = np.sort(1 / np.linalg.eigvalsh(w_free))
gamma, k_gamma = band_function(np.zeros((3, 3)), np.zeros(3))
gap = e_min - gamma(k_gamma, 3) * HARTREE
assert 0.7 < k_fraction < 0.95 and gap > 0

# Deformation potential from a small uniaxial strain, odd part only
small = 1e-3
uni = small * np.diag(N001)
odd = (valley_energies(uni) - valley_energies(-uni)) / 2
xi_u = (odd[2] - odd[0]) / small

# It must predict every splitting of a low-symmetry film with shear
n123 = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
eps123 = film_strain(n123, small)
odd123 = (valley_energies(eps123) - valley_energies(-eps123)) / 2
law123 = xi_u * np.diag(eps123)
got = np.array([odd123[1] - odd123[0], odd123[2] - odd123[0]])
want = np.array([law123[1] - law123[0], law123[2] - law123[0]])
assert np.max(abs(got - want)) < 0.02 * np.max(abs(want))

# The two films at the strain of the example
v001 = [valley(eps001, d) for d in VALLEYS]
v111 = [valley(eps111, d) for d in VALLEYS]
e001 = np.array([v[0] for v in v001])
e111 = np.array([v[0] for v in v111])
split_band = e001[0] - e001[2]
split_law = xi_u * (e - perp001)
assert np.ptp(e001[[0, 1, 3, 4]]) < 1e-6 and abs(e001[2] - e001[5]) < 1e-6
assert abs(split_band - split_law) < 0.1 * abs(split_law)
assert abs(split_band) > 0.02
assert np.ptp(e111) < 1e-6
large111 = valley_energies(film_strain(N111, 0.02), VALLEYS)
assert np.ptp(large111) < 1e-6
masses111 = np.array([np.sort(1 / np.linalg.eigvalsh(v[2])) for v in v111])
assert np.max(np.ptp(masses111, axis=0)) < 1e-4

# Shear moves all six together, with no linear term
diagonal_part = np.diag(np.diag(eps111))
shear_part = eps111 - diagonal_part
reference = valley(diagonal_part, N001)[0]
shift = {x: valley(diagonal_part + x * shear_part, N001)[0] - reference
         for x in (1.0, -1.0, 0.5, -0.5)}
shear_ratio = (shift[1.0] + shift[-1.0]) / (shift[0.5] + shift[-0.5])
odd_shift = abs(shift[1.0] - shift[-1.0]) / 2
assert abs(shear_ratio - 4) < 0.3
assert odd_shift < 0.1 * abs(xi_u * eps111[0, 1])

# L valleys: split by (111) strain, kept together by (001) strain
L_POINTS = 0.5 * np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]])


def l_energies(eps):
    values = []
    for point in L_POINTS:
        f, k = band_function(eps, point)
        values.append(f(k) * HARTREE)
    return np.array(values)


l001, l111 = l_energies(eps001), l_energies(eps111)
assert np.ptp(l001) < 1e-6 and np.ptp(l111[1:]) < 1e-6
assert abs(l111[0] - l111[1]) > 0.02

# Slab confinement: direct grid solution with a tilted mass ellipsoid
w = v111[2][2]
wnn, wnt, wtt = N111 @ w @ N111, N111 @ w @ T112, T112 @ w @ T112
points, k_par = 300, 2.0
dz = 1 / (points + 1)
up, down = np.eye(points, k=1), np.eye(points, k=-1)
kinetic = (2 * np.eye(points) - up - down) / dz ** 2
momentum = -1j * (up - down) / (2 * dz)
for kp in (0.0, k_par):
    h_slab = (0.5 * wnn * kinetic + wnt * kp * momentum
              + 0.5 * wtt * kp ** 2 * np.eye(points))
    ground = eigvalsh(h_slab, subset_by_index=[0, 0])[0]
    formula = 0.5 * wnn * np.pi ** 2 + 0.5 * (wtt - wnt ** 2 / wnn) * kp ** 2
    assert abs(ground - formula) < 1e-3 * formula

THICKNESS_NM = 10.0


def slab_energies(valleys, n):
    k_z = np.pi / (THICKNESS_NM / BOHR_NM)
    return np.array([0.5 * (n @ v[2] @ n) * k_z ** 2 * HARTREE
                     for v in valleys])


slab001, slab111 = slab_energies(v001, N001), slab_energies(v111, N111)
assert np.ptp(slab111) < 1e-6 and np.ptp(slab001) > 1e-3


# Can a flat surface mix two valleys? Smallest in-plane momentum mismatch
def mismatch(n):
    best = np.inf
    for i in range(6):
        for j in range(i):
            d = k_fraction * (VALLEYS[i] - VALLEYS[j]) + ALL_G
            flat = d - np.outer(d @ n, n)
            best = min(best, np.linalg.norm(flat, axis=1).min())
    return best * K0 / BOHR_NM


gap001, gap111 = mismatch(N001), mismatch(N111)
assert gap001 < 1e-9 and gap111 > 0.1

# Imperfections of a real (111) film
TILT_DEG, UNEVEN = 0.5, 0.10
tilt = np.radians(TILT_DEG)
n_tilt = np.cos(tilt) * N111 + np.sin(tilt) * T112
miscut_split = np.ptp(xi_u * np.diag(film_strain(n_tilt, e)))
miscut_slab = np.ptp(slab_energies(v111, n_tilt))
uneven = film_strain(N111, e, -UNEVEN * e * np.outer(T110, T110))
uneven_split = np.ptp(xi_u * np.diag(uneven))

# Share of electrons in the lower (001) pair
share_boltzmann = 1 / (1 + 2 * np.exp(-split_band / KT))
dos_mass = np.linalg.det(w_free) ** (-1 / 3)
density_scale = 2e-6 * (dos_mass * const.m_e * KT * const.e
                        / (2 * np.pi * const.hbar ** 2)) ** 1.5


def fermi_half(eta):
    top = np.sqrt(max(eta, 0.0) + 40.0)
    value = quad(lambda y: 2 * y * y / (1 + np.exp(y * y - eta)), 0, top)[0]
    return 2 / np.sqrt(np.pi) * value


DENSITY = 1e19                                 # cm^-3
delta = split_band / KT
level = brentq(lambda x: density_scale * (2 * fermi_half(x)
               + 4 * fermi_half(x - delta)) - DENSITY, -15, 25)
share_fermi = 2 * density_scale * fermi_half(level) / DENSITY

show("Lattice constant (rough input)", LATTICE_NM, "nm")
show("C11 (rough input)", C11, "GPa")
show("C12 (rough input)", C12, "GPa")
show("C44 (rough input)", C44, "GPa")
show("Internal strain parameter (rough input)", ZETA)
show("In-plane strain e", 100 * e, "%")
show("(001) normal strain / e", ratio001)
show("(111) normal strain / e", ratio111)
show("(001) normal strain", 100 * perp001, "%")
show("(111) normal strain", 100 * perp111, "%")
show("(111) each diagonal strain, cubic axes", 100 * eps111[0, 0], "%")
show("(111) each off-diagonal strain, cubic axes", 100 * eps111[0, 1], "%")
show("Model gap, unstrained", gap, "eV")
show("Valley position / (2 pi/a)", k_fraction)
show("Model transverse mass", mass_free[0], "m_e")
show("Model longitudinal mass", mass_free[2], "m_e")
show("Model Xi_u", xi_u, "eV")
show("(123) film, strain", 100 * small, "%")
show("(123) E_y-E_x from bands", 1e3 * got[0], "meV")
show("(123) E_y-E_x from law", 1e3 * want[0], "meV")
show("(123) E_z-E_x from bands", 1e3 * got[1], "meV")
show("(123) E_z-E_x from law", 1e3 * want[1], "meV")
show("(001) E(Delta4)-E(Delta2) from bands", 1e3 * split_band, "meV")
show("(001) E(Delta4)-E(Delta2) from law", 1e3 * split_law, "meV")
show("(111) spread of six minima, 0.8 % strain", 1e3 * np.ptp(e111),
     "meV", 2)
show("(111) spread of six minima, 2 % strain", 1e3 * np.ptp(large111),
     "meV", 2)
show("(111) common shift due to shear", 1e3 * shift[1.0], "meV")
show("Even shear shift, full / half shear", shear_ratio)
show("Odd part of shear shift", 1e3 * odd_shift, "meV", 3)
for name, m in zip(("smallest", "middle", "largest"), masses111[0]):
    show(f"(111) strained valley, {name} mass", m, "m_e")
show("L valleys, (001) film: spread", 1e3 * np.ptp(l001), "meV", 2)
show("L valleys, (111) film: E[111]-E(other three)",
     1e3 * (l111[0] - l111[1]), "meV")
show("Film thickness", THICKNESS_NM, "nm")
show("(001) slab energy, Delta2", 1e3 * slab001[2], "meV")
show("(001) slab energy, Delta4", 1e3 * slab001[0], "meV")
show("(111) slab energy, all six", 1e3 * slab111[0], "meV")
show("(001) smallest in-plane valley mismatch", gap001, "1/nm", 3)
show("(111) smallest in-plane valley mismatch", gap111, "1/nm")
show("Miscut toward [11-2]", TILT_DEG, "degree")
show("(111) miscut: strain splitting", 1e3 * miscut_split, "meV")
show("(111) miscut: confinement splitting", 1e3 * miscut_slab, "meV")
show("Strain relaxed along [1-10] only", 100 * UNEVEN, "% of e")
show("(111) uneven relaxation: splitting", 1e3 * uneven_split, "meV")
show("Thermal energy at 300 K", 1e3 * KT, "meV")
show("(001) share in Delta2, Boltzmann", 100 * share_boltzmann, "%")
show("Electron density for Fermi statistics", DENSITY, "cm^-3")
show("(001) share in Delta2, Fermi", 100 * share_fermi, "%")
show("(111) share in any one pair", 100 * np.exp(-(e111[2] - e111[0]) / KT)
     / np.exp(-(e111[:3] - e111[0]) / KT).sum(), "%")
print("finished without a failed check")
```

Output:

```
Lattice constant (rough input): 0.543 nm
C11 (rough input): 166 GPa
C12 (rough input): 64 GPa
C44 (rough input): 80 GPa
Internal strain parameter (rough input): 0.5
In-plane strain e: 0.8 %
(001) normal strain / e: -0.7711
(111) normal strain / e: -0.4365
(001) normal strain: -0.6169 %
(111) normal strain: -0.3492 %
(111) each diagonal strain, cubic axes: 0.4169 %
(111) each off-diagonal strain, cubic axes: -0.3831 %
Model gap, unstrained: 1.118 eV
Valley position / (2 pi/a): 0.8336
Model transverse mass: 0.1983 m_e
Model longitudinal mass: 0.9221 m_e
Model Xi_u: 8.008 eV
(123) film, strain: 0.1 %
(123) E_y-E_x from bands: -2.123 meV
(123) E_y-E_x from law: -2.123 meV
(123) E_z-E_x from bands: -8.406 meV
(123) E_z-E_x from law: -8.407 meV
(001) E(Delta4)-E(Delta2) from bands: 113.3 meV
(001) E(Delta4)-E(Delta2) from law: 113.5 meV
(111) spread of six minima, 0.8 % strain: 1.8e-11 meV
(111) spread of six minima, 2 % strain: 1.8e-11 meV
(111) common shift due to shear: -0.8467 meV
Even shear shift, full / half shear: 4.017
Odd part of shear shift: 0.0276 meV
(111) strained valley, smallest mass: 0.1892 m_e
(111) strained valley, middle mass: 0.212 m_e
(111) strained valley, largest mass: 0.9324 m_e
L valleys, (001) film: spread: 1.8e-11 meV
L valleys, (111) film: E[111]-E(other three): -120.4 meV
Film thickness: 10 nm
(001) slab energy, Delta2: 4.125 meV
(001) slab energy, Delta4: 19.07 meV
(111) slab energy, all six: 13.26 meV
(001) smallest in-plane valley mismatch: 0 1/nm
(111) smallest in-plane valley mismatch: 3.144 1/nm
Miscut toward [11-2]: 0.5 degree
(111) miscut: strain splitting: 1.487 meV
(111) miscut: confinement splitting: 0.1676 meV
Strain relaxed along [1-10] only: 10 % of e
(111) uneven relaxation: splitting: 4.224 meV
Thermal energy at 300 K: 25.85 meV
(001) share in Delta2, Boltzmann: 97.56 %
Electron density for Fermi statistics: 1e+19 cm^-3
(001) share in Delta2, Fermi: 96.59 %
(111) share in any one pair: 33.33 %
finished without a failed check
```
